# Marker trajectories from a singular Darken velocity in logarithmic time

A diffusion-couple calculation that follows inert markers must decide how to leave $t=0$, where the composition step makes the marker velocity infinite. Skipping the first interval and taking equal steps in time looks harmless, but in the copper–brass example below 1000 such fourth-order steps misplace the central marker by 3.2 µm in a shift of 98.1 µm, and four times as many steps merely halve the error. Logarithmic time and a similarity coordinate remove the singularity.

## Velocity field and its assumptions

Let $N$ be the mole fraction of B in a binary A–B couple. Both species have the same constant partial molar volume, so the total concentration $c$ is constant. Vacancies are created and destroyed wherever needed, flow is along $x$, and the remote ends are fixed. At $t=0$, $N$ steps from $N_L$ to $N_R>N_L$ at $x=0$; a falling step is treated by reflecting $x$.

Relative to the lattice, the intrinsic fluxes are

$$J_B=-cD_B\frac{\partial N}{\partial x},\qquad J_A=+cD_A\frac{\partial N}{\partial x},$$

the second sign arising because $N_A=1-N$. If the lattice moves at velocity $v$, the total laboratory flux is $J_A+J_B+cv$. Constant $c$ makes it uniform in $x$, and the fixed ends make it zero. Therefore

$$v=(D_B-D_A)\frac{\partial N}{\partial x}.$$

The laboratory flux of B is $J_B+cNv=-c\tilde D\,\partial N/\partial x$, where

$$\tilde D=D_B-N(D_B-D_A)=(1-N)D_B+ND_A .$$

With $y=x/\sqrt t$ and $N=N(y)$, we have $\partial N/\partial t=-yN'/(2t)$ and $\partial N/\partial x=N'/\sqrt t$. Conservation of B becomes

$$(\tilde DN')'=-\tfrac12yN',\qquad v=\frac{V(y)}{\sqrt t},\qquad V=(D_B-D_A)N'.$$

For computation put $p=\ln(\tilde DN')$. Dividing the conservation equation by $\tilde DN'$ gives

$$p'=-\frac{y}{2\tilde D},\qquad N'=\frac{e^p}{\tilde D}.$$

The logarithm preserves the relative accuracy of the small flux in the tails. Two unknowns, $N(0)$ and $p(0)$, are adjusted until outward integrations reach $N_L$ and $N_R$.

## Regular marker equation

A marker obeys $dx/dt=V(y)/\sqrt t$. Substituting $x=y\sqrt t$ gives

$$\sqrt t\,\frac{dy}{dt}+\frac{y}{2\sqrt t}=\frac{V(y)}{\sqrt t}.$$

Multiply by $\sqrt t$ and set $s=\ln t$, with $t$ measured in a fixed unit:

$$\frac{dy}{ds}=F(y)=V(y)-\frac y2 .$$

This equation has no singularity and no explicit time. Its zeros $y_*=2V(y_*)$ are Kirkendall planes, which move as $x=y_*\sqrt t$.

**Central marker.** If $|V|\le M$, integrating the velocity gives $|x-x_0|\le2M\sqrt t$. A marker with $x_0=0$ thus has $|y|\le2M$ at all times, including $s\to-\infty$. Since $V$ is bounded, $F$ is positive at large negative $y$ and negative at large positive $y$, so at least one plane exists. If there is just one, any other orbit followed backward moves monotonically away from it. Being bounded, that orbit would have to converge to another zero, and there is none. The path is then uniquely $x=y_*\sqrt t$ and needs no time integration. If there are several planes, each supplies a different path with $x(0)=0$. For smooth bounded $V$, uniqueness therefore holds exactly when there is one plane.

**Other markers.** If $x_0\ne0$, then $|y|\to\infty$ as $t\to0$. Start at $y=\operatorname{sgn}(x_0)Y_0$ and $t_0=(x_0/Y_0)^2$, with $Y_0$ far in the tail. To first order, the skipped displacement follows from holding $x=x_0$ inside $V$. Since $d\sqrt t=-|x_0|\,d|y|/y^2$,

$$\delta x=\int_0^{t_0}V\!\left(\frac{x_0}{\sqrt t}\right)\frac{dt}{\sqrt t}
=2|x_0|\int_{Y_0}^{\infty}\frac{V}{y^2}\,d|y| .$$

In the brass example, $x_0=200$ µm and $Y_0=195.6$ µm/h$^{1/2}$ give $\delta x=2.8\times10^{-4}$ µm. A trajectory started at twice that $Y_0$ agreed with this estimate to within 1%. The production runs used the larger value.

## Scheme

```
solve the similarity profile; build V(y)
Y0 = 10*sqrt(max Dmix)        # Dmix is D-tilde
find zeros of F(y) = V(y) - y/2 by scan and bracketing

for each marker x0 and output time T:
    if x0 == 0:
        if one zero: return ystar*sqrt(T)
        else: report that the path is not unique
    t0 = (x0/Y0)^2            # requires t0 < T
    y  = sign(x0)*Y0
    h  = ln(T/t0)/n
    repeat n times: y = RK4_step(F, y, h)
    return y*sqrt(T)
```

The profile is solved once. Each marker then costs $4n$ evaluations of $V$, and markers can be advanced as a vector with individual values of $h$. The scan must be fine enough to separate neighbouring zeros; a sign-change search misses a zero where $F$ touches the axis without crossing.

## Analytic convergence test

Take $V=a+by$ and $\lambda=b-\tfrac12$. For $\lambda\ne0$, the zero of $F=a+\lambda y$ is $y_*=a/(\tfrac12-b)$. The deviation $u=y-y_*$ obeys $du/ds=\lambda u$, hence $u=u_0(t/t_0)^\lambda$. Multiplication by $\sqrt t$ gives

$$x(t)=y_*\sqrt t+\left(x(t_0)-y_*\sqrt{t_0}\right)\left(\frac t{t_0}\right)^b .$$

At $b=\tfrac12$, $dy/ds=a$ gives instead $x=\sqrt t\,[y_0+a\ln(t/t_0)]$.

This field is unbounded. For $b>0$ the last term vanishes as $t\to0$ whatever its coefficient, so every solution satisfies $x(0)=0$ and this condition does not single one out. The linear field is therefore used from a positive $t_0$. It also describes a true Darken field locally, near a plane.

For the test, $a=2$ µm/h$^{1/2}$, $b=0.2$, and $x=5$ µm at 1 h. Then $y_*=2/0.3=6.667$ µm/h$^{1/2}$, and at 1000 h

$$x=6.667\sqrt{1000}+(5-6.667)\,1000^{0.2}=210.82-6.64=204.18\ \text{µm}.$$

With $z=\lambda h$, one classical RK4 step multiplies $u$ by

$$R=1+z+\frac{z^2}{2}+\frac{z^3}{6}+\frac{z^4}{24}
=e^z-\frac{z^5}{120}-\cdots .$$

Over $n$ steps spanning $S=nh$, $R^n\simeq e^{\lambda S}(1-nz^5/120)$. The leading error in $y$ is therefore

$$\delta y=-(y_0-y_*)e^{\lambda S}\frac{S\lambda^5h^4}{120},$$

and the position error is $\sqrt t\,\delta y$. For 160 steps it predicts $-3.22\times10^{-9}$ µm; the measured error is $-3.26\times10^{-9}$ µm. The next term explains the 1.1% difference: it multiplies the estimate by $1-5z/6$, and here $z=-0.013$. Going from 80 to 160 steps gives an observed order of 4.02.

Linear stability on a decaying orbit requires $|z|<2.785$, the point where $R$ returns to 1. In free flight, where $V\simeq0$, $\lambda=-\tfrac12$ and the limit is $h<5.57$. Accuracy is more demanding, because a step must not jump across the structure of $V$. Where $V'$ is strongly negative, the local rate $V'-\tfrac12$ also tightens the stability limit.

## Why uniform time steps converge slowly

Suppose integration starts at $t=h_t$ with $x=0$ and uses equal steps $h_t$. In the scaled variables $t/h_t$ and $x/\sqrt{h_t}$ the recursion contains no $h_t$. The error in $y$ after $j$ steps is thus a function of $j$ alone. At large $j$ the relative step $1/j$ is small, and near an attracting plane the error follows $Kj^{b-1/2}$, with $K$ fixed by the wrong start and the first coarse steps. At $T=jh_t$ this gives

$$|\delta x|\simeq |K|\,T^b h_t^{1/2-b},\qquad -\tfrac72<b<\tfrac12 .$$

The lower limit arises because the truncation error of later fourth-order steps adds a term in $y$ that falls as $j^{-4}$; for smaller $b$ that term would dominate.

For a method of order $q$ the exponent stays $\tfrac12-b$ as long as $\tfrac12-b<q$, so within that range a higher-order integrator changes $K$ but not the exponent. In the affine test, 1000 and 4000 steps leave errors of 26.5 and 17.5 µm, an order of 0.300 as predicted. For brass the errors are 3.16 and 1.58 µm, an order of 0.498. Extrapolating that law to 0.01 µm requires about $10^8$ steps.

## Local exponent of a Kirkendall plane

Write $\Delta=D_B-D_A$ and let a subscript $N$ denote $d/dN$. Then

$$V'=\Delta_NN'^2+\Delta N'',\qquad
\tilde DN''+\tilde D_NN'^2=-\tfrac12yN' .$$

At a plane $y/2=\Delta N'$. Also $\tilde D_N=-\Delta+G$, with $G=(1-N)D_{B,N}+ND_{A,N}$. The second equation reduces to $N''=-N'^2G/\tilde D$, so

$$b=V'(y_*)=\frac{N'^2}{\tilde D}\left[\tilde D(D_{B,N}-D_{A,N})-\Delta G\right].$$

The coefficient of $D_{B,N}$ in the bracket is $\tilde D-(1-N)\Delta=D_A$. That of $D_{A,N}$ is $-\tilde D-N\Delta=-D_B$. Hence

$$b=N'^2\frac{D_AD_B}{\tilde D}\frac{d}{dN}\ln\frac{D_B}{D_A}.$$

Near the plane, the distance in $y$ varies as $t^{b-1/2}$ and the distance in $x$ as $t^b$. A plane attracts for $b<\tfrac12$ and repels for $b>\tfrac12$.

If $D_B/D_A=r$ is constant and $r\ne1$, write $\tilde D=D_Ag$ with $g=r-(r-1)N$. Then $V=(r-1)e^p/g$, and

$$\frac{V'}V=p'-\frac{g'}g=-\frac y{2\tilde D}+\frac{(r-1)N'}g
=\frac{V-y/2}{\tilde D}.$$

Every zero of $F$ then has $V'=0$ and $F'=-\tfrac12$. Two successive zeros cannot both be downward crossings, so there is one plane. Since $V$ has one sign and vanishes in both tails, $|V|$ peaks there. For the brass composition range with $r=3$, numerical differentiation gave $|b|<10^{-10}$.

## Copper against alpha brass

Copper lies on the left and brass with $N=0.30$ zinc on the right, at 1058 K for 1200 h. The rough intrinsic diffusivities are

$$D_{\rm Zn}=1.5\times10^{-10}e^{12N},\qquad
D_{\rm Cu}=5.0\times10^{-11}e^{11N}\quad\text{cm}^2/\text{s}.$$

The single plane has $y_*=2.833$ µm/h$^{1/2}$ and $N=0.201$. Its shift is

$$2.833\sqrt{1200}=98.1\ \text{µm}=0.098\ \text{mm}$$

toward the brass. Zinc leaves the brass faster than copper enters it, so there is a net loss of lattice planes on the brass side of the markers and a net gain on the copper side.

At the plane, $D_{\rm Zn}-D_{\rm Cu}=1.22\times10^{-9}$ cm²/s, or 440 µm²/h. Thus $N'=(2.833/2)/440=3.22\times10^{-3}$ h$^{1/2}$/µm. The factor $D_{\rm Cu}D_{\rm Zn}/\tilde D$ is 193 µm²/h, and the logarithmic slope is $12-11=1$. Therefore $b=(3.22\times10^{-3})^2\times193=0.0020$. The late motion of an off-centre marker gives the same value. Once markers are close to the plane in $y$, their spacing hardly changes further, although it may have changed during the earlier approach.

Markers laid at $-50$ and $+50$ µm have shifted by 0.00 and 0.58 µm after 1 h. Diffusion is slower in copper, so the velocity field reaches the left marker later. By 1200 h the shifts are 89.0 and 94.5 µm.

For four markers at $\pm100$ and $\pm300$ µm, the RMS position errors with 50, 100 and 200 log-time steps are $3.8\times10^{-4}$, $2.3\times10^{-5}$ and $1.4\times10^{-6}$ µm, relative to a 1600-step run. The mean order is 4.04. Fifty steps suffice for these four markers.

An independent calculation counted atoms in cells bounded by moving lattice planes. Intrinsic fluxes changed the cell contents, and the contents fixed the cell widths; neither $\tilde D$ nor $v$ was supplied. For markers starting near $-200$, 0 and 200 µm, the largest difference from the similarity result fell from 0.019 µm with 300 cells to 0.007 µm with 600.

## Three planes and a slow approach

Now let $N$ run from 0 to 1, with $D_A=e^{-4(N-1/2)}$ and $D_B=e^{4(N-1/2)}$ µm²/h. The faster species changes at $N=\tfrac12$. There are planes at $y=0$ and $\pm1.194$ µm/h$^{1/2}$. The middle one has $b=0.585$ and repels; the outer ones have $b=0.367$ and attract.

Besides the three plane paths, orbits can leave the middle plane with $u\propto t^{0.085}$ and any small coefficient. All have $x(0)=0$. A marker laid slightly off centre behaves differently: it enters from $|y|=\infty$ and approaches the outer plane on its own side, since an orbit cannot cross a zero of $F$. The limits $x_0\to0^+$ and $x_0\to0^-$ therefore select different planes.

The approach rate is only $0.5-0.367=0.133$ per unit of $s$. With $x_0=1$ µm, the distance in $y$ is still 0.019 µm/h$^{1/2}$ at $10^{10}$ h. Near the plane, another tenfold reduction takes $\ln10/0.133=17$ units of $s$, or 7.5 decades of time. An end time for a test of attraction should be chosen from $b$.

## Physical limits and use

The brass parameters are rough values for this couple, so the shift near 0.1 mm in 50 days is an estimate of size, not a fit to measured markers. The model also assumes perfect vacancy sinks, an assumption that fails in couples that form pores. The vacancies crossing the plane carry a volume per area $\int v\,dt=98$ µm. If 10% of them form pores in the brass and diffusion is otherwise unchanged, the brass side is 9.8 µm longer than predicted. The marker-to-brass-end distance then shrinks by 88 instead of 98 µm.

Other omissions also exceed the numerical error:

- If the diffusivities were tracer values including the thermodynamic factor, Manning's vacancy-wind correction would raise $D_{\rm Zn}-D_{\rm Cu}$ by 28%. The shift need not change by the same fraction, because $\tilde D$ changes too.
- Rough lattice parameters imply a change of molar volume of about 6% across the couple.
- A furnace 5 K too hot raises the shift by about 5%, for a common activation energy of 180 kJ/mol.
- The length $2\sqrt{\tilde Dt}$ reaches the diameter of a 25 µm wire after 0.30 h with $\tilde D$ taken at the plane (0.10 h with the brass-end value, 2.9 h with the copper-end value). Before then the ideal point marker is a poor description.

The 1% and 99% composition points lie at $-1.2$ and $+3.6$ mm after 1200 h, so thinner halves would violate the remote-end condition. Finite thickness or a smeared initial step destroys similarity. So does a changing temperature, unless it multiplies both diffusivities by one common factor $k(t)$; in that case $\int k\,dt$ replaces $t$ and the results above carry over. Without similarity one can still integrate $dy/ds=\sqrt t\,v(y\sqrt t,t)-y/2$ from a positive time, but the fixed-plane and uniqueness results no longer follow. In the ideal brass couple above, markers laid at $-200$ and $+200$ µm shift by 64.6 and 83.7 µm in 1200 h.

## Numbers as computed

```
affine field: a = 2.0 um/h^0.5, b = 0.2, x = 5.0 um at 1.0 h
affine plane ystar = 6.66667 um/h^0.5
affine exact x at 1000 h = 204.183391 um
log-time RK4, 20 steps: error = -1.4401e-05 um
log-time RK4, 40 steps: error = -8.6195e-07 um
log-time RK4, 80 steps: error = -5.2720e-08 um
log-time RK4, 160 steps: error = -3.2597e-09 um
observed log-time order = 4.0156
predicted error at 160 steps = -3.2246e-09 um
uniform-time errors, 1000 and 4000 steps = 26.539, 17.509 um
uniform-time order, affine = 0.3000
brass couple: N = 0 left, 0.3 right; 1058 K, 1200 h
D_Zn = 1.5e-10 exp(12 N) cm2/s
D_Cu = 5.0e-11 exp(11 N) cm2/s
Kirkendall plane ystar = 2.83305 um/h^0.5
Kirkendall shift = 98.14 um = 0.0981 mm
zinc fraction at the plane = 0.2013
D_Zn, D_Cu, Dmix there = 1.679e-09, 4.575e-10, 1.433e-09 cm2/s
marker velocity at 1200 h = 0.04089 um/h
local exponent b at the plane = 0.002004
b from late marker motion = 0.002002
start at y = 195.6 um/h^0.5, x0 = 200 um: omitted shift = 2.786e-04 um
Darken field RMS errors, 50, 100, 200 steps = 3.81e-04, 2.30e-05, 1.41e-06 um
mean log-time order, Darken field = 4.040
uniform-time errors, 1000 and 4000 steps = 3.159, 1.584 um
uniform-time order, Darken field = 0.4979
atom counting, 300 cells: plane at 98.121 um, largest difference 0.019 um
atom counting, 600 cells: plane at 98.133 um, largest difference 0.007 um
marker x0 = -200 um: shift at 1, 100, 1200 h = 0.0000, 3.454, 64.62 um
marker x0 = -50 um: shift at 1, 100, 1200 h = 0.0000, 19.828, 88.96 um
marker x0 = 50 um: shift at 1, 100, 1200 h = 0.5831, 24.707, 94.54 um
marker x0 = 200 um: shift at 1, 100, 1200 h = 0.0002, 15.791, 83.71 um
constant ratio 3: measured b = -7.1e-11
split couple: N = 0 to 1, D_B/D_A = exp(8(N-0.5)), D_A = D_B = 1 um2/h at N = 0.5
split planes = -1.19399, 0.00000, 1.19399 um/h^0.5
split exponents b = 0.36687, 0.58505, 0.36687
growth rate of ln(y distance) per unit s, middle plane = 0.08505
x0 = 1 um at 1e+10 h: distance from right plane = 1.919e-02 um/h^0.5
decay rate of ln(y distance) per unit s, right plane = 0.13313
vacancy wind, if tracer data were used: D_Zn-D_Cu larger by 28.0 %
molar volume change from rough cells 0.3615, 0.369 nm = 6.4 %
shift change for +5 K at 180 kJ/mol = 5.0 %
empty layer if 10 % of vacancies crossing the plane form pores = 9.8 um
time for 2 sqrt(Dmix t) to reach a 25 um wire = 0.303 h
1 % and 99 % composition points at 1200 h = -1215, 3628 um
```
